# Lucky electrons and MOS substrate current beyond saturation

An n-channel MOS transistor in saturation drops its excess drain voltage across a short region next to the drain. The field there is high enough for a few channel electrons to create electron–hole pairs. The new electrons enter the drain; the holes flow to the substrate and appear as a current at its terminal. How does this current depend on drain voltage when the gate voltage is held fixed? The answer below is exponential in the reciprocal of the voltage beyond saturation, and so exponential in the drain voltage itself only over a small interval.

## Setting and assumptions

Let $y$ run along the channel from the saturation point, $y=0$, to the drain, $y=Y$, and let $z$ be the depth below the oxide. $V$ is the silicon potential, counted so that $V(0)=V_{Dsat}$ and $V(Y)=V_D$. At fixed gate voltage $V_{Dsat}$ is treated as constant; its change as the saturated region lengthens is neglected. Write $\Delta=V_D-V_{Dsat}$ and let $E=dV/dy>0$ be the magnitude of the field along the channel. $I_D$ is the electron current entering the region, $q>0$ the elementary charge, and $M=I_{sub}/I_D$.

- **A1.** For $0<y<Y$ electrons move at constant saturated velocity, within a depth $D$.
- **A2.** $\partial^2V/\partial y^2$ is the same at all depths in $0<z<D$, and the vertical field at $z=D$ does not depend on $y$. The field in the oxide is vertical. The doping does not vary along $y$.
- **A3.** At $y=0$ the field is $E_{sat}$ and $V''$ is negligible.
- **A4.** An electron starts from rest after each collision and flies along the field. Collisions have mean free path $\lambda$. It ionizes on reaching energy $\phi_i$, then restarts from rest.
- **A5.** The ionization rate at $y$ is that of a uniform field equal to $E(y)$.
- **A6.** $M\ll1$, so added carriers do not ionize appreciably, and all generated holes reach the substrate.

**Theorem.** Define
$$l^2=\frac{\epsilon_{si}}{\epsilon_{ox}}t_{ox}D,\qquad x=\frac{\phi_i\,l}{q\lambda\Delta}.$$
Under A1–A6, with the rare-event ionization coefficient of Lemma 2 and in the limit $E_{sat}\to0$ at fixed $\Delta$,
$$M=\frac{l}{\lambda}\int_x^\infty\frac{e^{-t}}{t}\,dt,\qquad \frac{x}{1+x}M_0<M<M_0,$$
$$M_0=\frac{q\Delta}{\phi_i}\exp\!\left(-\frac{\phi_i\,l}{q\lambda\Delta}\right).$$
At fixed $V_{Dsat}$ the logarithmic slope obeys $x/\Delta<d\ln M/dV_D<(1+x)/\Delta$.

For $x\gg1$, therefore, $M\approx M_0$.

## The peak field

**Lemma 1.** Under A1–A3, $E=E_{sat}\cosh(y/l)$, and the field at the drain is
$$E_m=\sqrt{E_{sat}^2+(\Delta/l)^2}.$$

*Proof.* Acceptors (density $N_A$) and electrons (density $n$) are both negative, so Poisson's equation reads
$$\frac{\partial^2V}{\partial y^2}+\frac{\partial^2V}{\partial z^2}=\frac{q(N_A+n)}{\epsilon_{si}}.$$
Let $F=-\partial V/\partial z$ be the downward field. Integrating from $z=0$ to $D$ gives
$$DV''+F(y,0)-F(y,D)=\frac{q}{\epsilon_{si}}\int_0^D(N_A+n)\,dz.$$
The right side is independent of $y$: the doping is uniform along $y$, and a constant current at constant velocity needs a constant electron sheet density. $F(y,D)$ is constant by A2. Subtracting the same equation at $y=0$, where $V''$ is negligible, leaves
$$DV''=F(0,0)-F(y,0).$$
Continuity of electric displacement at the oxide gives $\epsilon_{si}F(y,0)=\epsilon_{ox}(V_g-V)/t_{ox}$, where $V_g$ is the gate potential with constant offsets included. The gate term cancels in the difference:
$$V''=\frac{\epsilon_{ox}}{\epsilon_{si}t_{ox}D}(V-V_{Dsat})=\frac{V-V_{Dsat}}{l^2}.$$
With zero excess potential and slope $E_{sat}$ at $y=0$, the solution is $V-V_{Dsat}=lE_{sat}\sinh(y/l)$. Its derivative is the stated field. Since $\cosh^2-\sinh^2=1$,
$$E^2=E_{sat}^2+\frac{(V-V_{Dsat})^2}{l^2},$$
and setting $V=V_D$ gives $E_m$. ∎

The same solution gives the region's length, $Y=l\,\mathrm{arsinh}[\Delta/(lE_{sat})]$. A thinner oxide or a shallower current path shortens $l$ and raises the peak field at fixed $\Delta$.

## The lucky electron

**Lemma 2.** In a uniform field, A4 gives the number of ionizations per unit path
$$\alpha=\frac{1}{\lambda(e^{d/\lambda}-1)},\qquad d=\frac{\phi_i}{qE}.$$
For $d\gg\lambda$ this becomes $\alpha\approx\lambda^{-1}e^{-B/E}$, with $B=\phi_i/(q\lambda)$.

*Proof.* An electron gains energy $qEs$ in a free flight of length $s$, so it must travel $d$ without a collision. The probability of this is $e^{-d/\lambda}$. Each flight ends at a collision or at $d$, whichever comes first, so its mean length is
$$\int_0^d e^{-s/\lambda}\,ds=\lambda(1-e^{-d/\lambda}).$$
Ionizations per flight divided by path per flight give $\alpha=e^{-d/\lambda}/[\lambda(1-e^{-d/\lambda})]$, which is the stated form. When $e^{-d/\lambda}\ll1$ the bracket tends to one, and $d/\lambda=B/E$. ∎

One million random flights at $d=2\lambda$, $\lambda=7.8$ nm, gave $\alpha=0.01998$ nm$^{-1}$; the full formula gives $0.02007$ nm$^{-1}$.

## Proof of the theorem

In a length $dy$ the electron current generates a hole current $\alpha I_D\,dy$. By A5 and A6,
$$M=\int_0^Y\frac{1}{\lambda}e^{-B/E(y)}\,dy.$$
Lemma 1 gives $dE/dy=(E_{sat}/l)\sinh(y/l)=\sqrt{E^2-E_{sat}^2}/l$. Changing variable from $y$ to $E$,
$$M=\frac{l}{\lambda}\int_{E_{sat}}^{E_m}\frac{e^{-B/E}}{\sqrt{E^2-E_{sat}^2}}\,dE.\tag{1}$$

Now let $E_{sat}\to0$. The part of the integral below $2E_{sat}$ is at most $e^{-B/(2E_{sat})}\,\mathrm{arcosh}\,2$, which vanishes. Above $2E_{sat}$ the integrand is at most $(2/\sqrt3)e^{-B/E}/E$, which is integrable down to zero, so the limit may be taken inside. Since $E_m\to\Delta/l$,
$$M=\frac l\lambda\int_0^{\Delta/l}e^{-B/E}\frac{dE}{E}.$$
With $t=B/E$ we have $dE/E=-dt/t$, and the upper field limit becomes $t=Bl/\Delta=x$. This gives $M=(l/\lambda)E_1(x)$, where $E_1(x)=\int_x^\infty e^{-t}dt/t$.

For the upper bound, $1/t<1/x$ inside the integral gives $E_1(x)<e^{-x}/x$. For the lower bound, set $h(x)=E_1(x)-e^{-x}/(1+x)$. Then
$$h'=e^{-x}\left[-\frac1x+\frac1{1+x}+\frac1{(1+x)^2}\right]=-\frac{e^{-x}}{x(1+x)^2}<0.$$
Since $h\to0$ at large $x$, $h>0$. Multiplying both bounds by $l/\lambda$, and using $l/(\lambda x)=q\Delta/\phi_i$, gives the bounds on $M$.

Finally, $dx/d\Delta=-x/\Delta$ and $E_1'(x)=-e^{-x}/x$, so
$$\frac{d\ln M}{d\Delta}=\frac{e^{-x}}{\Delta E_1(x)}.$$
The two bounds on $E_1$ place this between $x/\Delta$ and $(1+x)/\Delta$. ∎

**Remark 1: the sense in which the law is exponential.** From $M_0$,
$$\ln\frac{M_0}{\Delta}=\ln\frac q{\phi_i}-\frac{\phi_i l}{q\lambda}\frac1\Delta,$$
a straight line against $1/\Delta$. Against $V_D$ the slope of $\ln M_0$ is $(1+x)/\Delta$ and its derivative is $-(1+2x)/\Delta^2$. For a small voltage change $\delta$,
$$M_0(\Delta+\delta)\approx M_0(\Delta)e^{(1+x)\delta/\Delta},$$
provided $(1+2x)\delta^2/(2\Delta^2)\ll1$.

**Remark 2: finite saturation field.** In (1) put $u=1/E$, so that $dE=-du/u^2$:
$$M=\frac l\lambda\int_{1/E_m}^{1/E_{sat}}\frac{e^{-Bu}}{u\sqrt{1-E_{sat}^2u^2}}\,du.$$
For $B\gg E_m$ and $E_{sat}$ well below $E_m$, the exponential confines the integral to its lower end. Taking the other factor there and integrating the exponential gives
$$M\approx\frac{l}{\lambda B}\frac{E_m^2}{\sqrt{E_m^2-E_{sat}^2}}e^{-B/E_m}.$$
Lemma 1 gives $\sqrt{E_m^2-E_{sat}^2}=\Delta/l$ and $l^2E_m^2=\Delta^2+l^2E_{sat}^2$; also $\lambda B=\phi_i/q$. Hence
$$M\approx\frac{q\Delta}{\phi_i}\left[1+\left(\frac{lE_{sat}}\Delta\right)^2\right]e^{-B/E_m}.$$
This reduces to $M_0$ when $E_{sat}$ is negligible in both the bracket and the exponent.

## Where the local field fails

A5 lets an electron near the drain gain all its energy at the peak field, although it began its flight in a weaker one.

**Proposition.** Replace A5 by flights in the actual potential, with $E_{sat}\to0$, $q\Delta>\phi_i$ and ionization rare. Count only ionizations before the drain edge. To leading order for $x\gg1$,
$$M_{nl}\approx\frac{q\Delta}{\phi_i}\left(1-\frac{\phi_i}{q\Delta}\right)^{l/\lambda}.$$

*Proof.* Let $w=V-V_{Dsat}$ where a flight starts, and $p=\phi_i/q$. In this limit $w$ grows as $e^{y/l}$, so $dy=l\,dw/w$, and reaching potential $w+p$ takes a distance $l\ln[(w+p)/w]$. The flight survives with probability $[w/(w+p)]^{l/\lambda}$. Flights start at density $1/\lambda$ along the path, and the last useful start is at $w=\Delta-p$. With $N=l/\lambda$,
$$M_{nl}=N\int_0^{\Delta-p}\left(\frac w{w+p}\right)^N\frac{dw}w.$$
Set $s=w/(w+p)$. Then $w=ps/(1-s)$ and $dw/w=ds/[s(1-s)]$, and the upper limit is $s_m=1-p/\Delta$. Integrating by parts,
$$M_{nl}=N\int_0^{s_m}\frac{s^{N-1}}{1-s}ds=\frac{s_m^N}{1-s_m}-\int_0^{s_m}\frac{s^N}{(1-s)^2}ds.$$
The first term is the stated result. The second is at most $s_m^{N+1}/[(N+1)(1-s_m)^2]$. Relative to the first term this is at most $(\Delta/p-1)/(N+1)$, which is below $1/x$ because $x=Np/\Delta$. ∎

Expanding the logarithm, $N\ln(1-p/\Delta)=-x-x^2\lambda/(2l)-\cdots$. The local law is recovered when $x^2\lambda/(2l)\ll1$, with higher terms also small. As $q\Delta$ falls to $\phi_i$ the nonlocal result vanishes, while $M_0$ stays finite: the local law has lost the energy threshold.

## A worked case

Take $t_{ox}=40$ nm, $D=120$ nm and relative permittivities 11.7 and 3.9. Then $l=\sqrt{3\times40\times120}=120$ nm. With $V_{Dsat}=2$ V and $V_D=7$ V, $\Delta=5$ V and $\Delta/l=0.417$ MV/cm. Including $E_{sat}=0.04$ MV/cm gives $E_m=0.419$ MV/cm. For $\phi_i=1.3$ eV and $\lambda=7.8$ nm, a lucky flight at $\Delta/l$ is 31.2 nm long, so $x=31.2/7.8=4.0$ and
$$M_0=\frac{5}{1.3}e^{-4}=3.846\times0.01832=0.070.$$
The integral (1) gives 0.060. The theorem's limit gives 0.058; the 3% difference comes from the finite $E_{sat}$.

With $V_{Dsat}$ held fixed, the three estimates are:

| $V_D$ (V) | $M_0$ | local, (1) | nonlocal |
|---|---|---|---|
| 5 | 0.0029 | 0.0029 | 0.0004 |
| 6 | 0.021 | 0.019 | 0.007 |
| 7 | 0.070 | 0.060 | 0.034 |
| 8 | 0.165 | 0.134 | 0.093 |

The successive rises of $\ln M$ in the local column are 1.86, 1.17 and 0.81 per volt, so a single exponential in $V_D$ does not describe the sweep. At 7 V the leading law's slope is $(1+4)/5=1.0$ V$^{-1}$, or 2.3 V per decade.

The nonlocal column integrates over flight starts with the finite $E_{sat}$. At 7 V, following 400,000 electrons through random collisions gave 0.0342, against 0.0338 from the integral. Here $x^2\lambda/(2l)=0.52$, which is not small, and the nonlocal current is 0.56 of the local one. A straight-line fit of $\ln(M/\Delta)$ against $1/\Delta$ has slope magnitude 18.9 V for the local data, near the ideal $\phi_il/(q\lambda)=20$ V, but 28.1 V for the nonlocal data. Reading the latter with the local law would give $\lambda=5.5$ nm instead of 7.8 nm. A $\lambda$ fitted to the slope thus roughly imitates the voltage dependence over this sweep, but not the magnitude: put into $M_0$ at 7 V it gives $(5/1.3)e^{-28.1/5}=0.014$, against the nonlocal 0.034.

## What else moves the number

**The decay length.** Drop the depth and oxide-field approximations in A2, but keep the charge distribution independent of $y$ and the vertical field fixed at $z=D$. The excess potential then obeys Laplace's equation. A mode growing as $e^{y/\Lambda}$ varies as $\sin[(z+t_{ox})/\Lambda]$ in the oxide and $\cos[(D-z)/\Lambda]$ in the silicon. Matching potential and displacement at $z=0$ gives
$$\tan\frac D\Lambda\,\tan\frac{t_{ox}}\Lambda=\frac{\epsilon_{ox}}{\epsilon_{si}}.$$
For small angles this returns $\Lambda=l$. For the slowest mode both angles lie below $\pi/2$, where $\tan\theta>\theta$, so $\Lambda>l$. Here $\Lambda=141$ nm, and putting it in place of $l$ halves $M_0$. This shows the sensitivity to the decay length, not the full error of the one-dimensional field: one cosine mode cannot match a drain face at constant potential, where the field along the channel is stronger near the oxide and weaker deeper down.

**Currents and heating.** The generated electrons also enter the drain, so relative to the total drain current the leading estimate is $M_0/(1+M_0)=0.066$. If $I_D$ varies inversely with the unsaturated length of a 1500 nm channel, then, since $dY/dV_D=1/E_m$, its logarithmic slope is $1/[E_m(1500\ \mathrm{nm}-Y)]=0.02$ V$^{-1}$ with $Y=365$ nm, small beside 1.0 V$^{-1}$. For $I_D=1$ mA the leading law gives $I_{sub}=70$ µA, which drops 0.07 V across an assumed 1 kΩ substrate. That is well below the roughly 0.6 V that would turn on the source junction. If collisions are absorption and emission of 63 meV phonons, and the two processes are taken to have equally many final states, their rate is proportional to $2n_{ph}+1$, with $n_{ph}$ the thermal phonon number. Between 300 and 360 K this shortens $\lambda$ to 7.1 nm and multiplies $M_0$ by 0.69, other parameters held fixed.

**Tunnelling.** For a triangular barrier of height $E_g=1.12$ eV and mass $m=0.2\,m_e$, the band-to-band tunnelling exponent is $4\sqrt{2m}\,E_g^{3/2}/(3q\hbar E_m)=87$. This barrier shape overstates the exponent: if the decay constant vanishes at both band edges, as $\sqrt{u(1-u)}$ in the fractional position $u$ across the gap instead of $\sqrt u$, the exponent is multiplied by $3\pi/16$ and becomes 51. Either way tunnelling is negligible at this channel field; the gate–drain overlap is not covered by the estimate.

**Real transistors.** The parameters are round values for a thick-oxide silicon transistor. They cannot be carried much beyond the table: at 8 V ionization by the new electrons already raises 0.134 to about $e^{0.134}-1=0.144$, and at 10 V, where $x=2.5$ and $M_0=0.51$, A6 fails. A substrate current of several percent of the drain current is high for normal operation. Real drains are often graded, which breaks the assumption of an abrupt drain edge and spreads the field. The halving found for a 17% longer decay length shows how sensitive the result is to such spreading. Field inside the drain, omitted here, allows some ionization there, but at fixed $V_D$ the voltage it takes up is lost to the channel, which lowers the peak field. Restarting from rest is also severe, since a 63 meV phonon removes little of an electron's energy near threshold. A4 is also not consistent with A1: flights from rest last a time proportional to $E^{-1/2}$, so they imply a drift velocity growing as $\sqrt E$, about threefold between $E_{sat}$ and $E_m$. A1 is used only for the field and A4 only for the ionization; a velocity that rose toward the drain would thin the electron sheet there and lower the peak field. The absolute current is therefore an estimate, with $l$ and $\lambda$ to be calibrated for a given device. The remaining values are in the numerical output.

## Numbers as computed

```
relative permittivities Si, oxide: 11.7, 3.9
oxide thickness, box depth: 40, 120 nm
V_Dsat, V_D, delta: 2.0, 7.0, 5.0 V
saturation field: 0.040 MV/cm
threshold energy: 1.30 eV; mean free path: 7.80 nm
decay length l: 120.00 nm
length of saturated region: 364.7 nm
peak field, full: 0.4186 MV/cm
peak field, delta/l: 0.4167 MV/cm
peak field, numerical integration: 0.4186 MV/cm
A = 1/mfp: 1.282e+06 1/cm
B = phi/(q mfp): 1.6667 MV/cm
lucky distance at delta/l: 31.20 nm
exponent x: 4.0000; exp(-x): 0.01832
prefactor q delta/phi: 3.8462
I_sub/I_D leading law: 0.07044
I_sub/I_D local integral: 0.05987
I_sub/I_D (l/mfp)E1(x): 0.05814
lower bound from E1: 0.05636
full/simple alpha at x: 1.0187
uniform-field alpha, random flights: 0.01998 1/nm
uniform-field alpha, formula: 0.02007 1/nm
log slope, leading law: 1.0000 1/V
log slope, local integral: 0.9544 1/V
drain volts per decade, leading: 2.303 V
V_D (V): leading, local, nonlocal I_sub/I_D
5.0: 0.00294, 0.00290, 0.00044
6.0: 0.02073, 0.01861, 0.00710
7.0: 0.07044, 0.05987, 0.03378
8.0: 0.16465, 0.13437, 0.09264
local log increase per 1 V step: 1.860, 1.168, 0.809
plot slope phi*l/(q mfp): 20.000 V
fitted slope, local: 18.871 V
fitted slope, nonlocal: 28.111 V
apparent mfp, nonlocal fit: 5.549 nm
locality measure x^2 mfp/(2l): 0.520
nonlocal leading law: 0.03743
nonlocal random flights: 0.03420
nonlocal/local integral: 0.564
2D slab decay length: 140.89 nm
leading-law factor if l -> slab length: 0.498
channel length: 1500 nm
I_D log slope from shortening: 0.0210 1/V
ratio to total drain current: 0.06581
assumed I_D: 1.0 mA; I_sub leading: 70.4 uA
substrate drop at 1.0 kohm: 0.0704 V
phonon energy: 63 meV; temperatures: 300, 360 K
mean free path when hot: 7.138 nm
leading-law factor when hot: 0.690
tunnelling gap, mass: 1.12 eV, 0.20 m_e
band-to-band tunnelling exponent: 86.5
```
